# Golden-Thompson bound on the partition function in a Gaussian random potential

**Q.** In an amorphous oxide the conduction-band edge fluctuates from place to place. One could treat each spot as a small crystal with its own edge \(V(\mathbf r)\) and average the Boltzmann factor. But electrons tunnel and spread between wells. Why should that local recipe have any definite relation to the quantum answer?

**A.** Let us fix the model first. One electron of isotropic mass \(m\) moves in a cube of side \(L\), volume \(\Omega=L^d\), with hard walls:
\[
H=T+V,\qquad T=-\frac{\hbar^2\nabla^2}{2m},\qquad \beta=\frac1{kT_{\rm abs}} .
\]
Here \(T_{\rm abs}\) is the temperature. \(V\) is a stationary Gaussian potential with continuous samples, mean zero and covariance \(C(\mathbf r)\), with \(C(0)=\sigma^2\) finite. Energies are counted from the mean band edge, \(\mathbb E\) is the disorder average, and spin is left out until we count carriers. The local recipe gives
\[
Z_{\rm sc}=\mathbb E\int\frac{d^dx\,d^dp}{(2\pi\hbar)^d}\,e^{-\beta p^2/2m-\beta V(\mathbf x)}
=\frac{\Omega}{\lambda^d}\,\mathbb E\,e^{-\beta V},\qquad
\lambda=\sqrt{\frac{2\pi\hbar^2\beta}{m}} .
\]
The quantum quantity is \(\mathbb E Z\) with \(Z=\mathrm{Tr}\,e^{-\beta H}\). The two differ because \(T\) and \(V\) do not commute, so we need an inequality that says what separating them does to the trace.

**Q.** Averaging \(Z\) looks suspicious. For a disordered system one should average \(\ln Z\).

**A.** That applies to the free energy of a system whose partition function is \(Z\). Here \(Z\) belongs to one electron, and the carriers are independent. At chemical potential \(\mu\), far below the occupied states, the mean number of carriers is \(2e^{\beta\mu}Z\), linear in \(Z\). Its disorder average needs \(\mathbb EZ\).

**Q.** Then which inequality? I will not take Golden-Thompson on its name.

**A.** It says \(\mathrm{Tr}\,e^{X+Y}\le\mathrm{Tr}\,e^Xe^Y\) for Hermitian matrices. We start from a bound on the trace of a product of \(n=2^k\) matrices, \(k\ge1\):
\[
|\mathrm{Tr}\,A_1\cdots A_n|\le\prod_{i=1}^n\big[\mathrm{Tr}(A_i^\dagger A_i)^{n/2}\big]^{1/n}. \tag{1}
\]
For \(n=2\) this is the Cauchy-Schwarz inequality for the scalar product \(\mathrm{Tr}\,X^\dagger Y\). Suppose it holds for \(n\), and take \(2n\) factors. Group them in pairs \(B_i=A_{2i-1}A_{2i}\) and apply (1) to the \(n\) matrices \(B_i\). For one pair \(B=AD\), cyclicity of the trace gives
\[
\mathrm{Tr}(B^\dagger B)^{n/2}=\mathrm{Tr}(D^\dagger A^\dagger A D)^{n/2}=\mathrm{Tr}(PQ)^{n/2},\quad P=A^\dagger A,\; Q=DD^\dagger .
\]
The last trace contains \(n\) factors, half of them \(P\) and half \(Q\), so (1) applies again:
\[
\mathrm{Tr}(PQ)^{n/2}\le(\mathrm{Tr}\,P^n)^{1/2}(\mathrm{Tr}\,Q^n)^{1/2}
=\big[\mathrm{Tr}(A^\dagger A)^n\big]^{1/2}\big[\mathrm{Tr}(D^\dagger D)^n\big]^{1/2}.
\]
Taking the power \(1/n\) and multiplying over the pairs gives (1) for \(2n\) factors.

**Q.** Where do the exponentials enter?

**A.** Put \(2m'\) equal factors \(AB\) into (1), with \(A,B\) positive and \(m'\) a power of two. Since \((AB)^\dagger AB=BA^2B\),
\[
\mathrm{Tr}(AB)^{2m'}\le\mathrm{Tr}(BA^2B)^{m'}=\mathrm{Tr}(A^2B^2)^{m'} .
\]
The left side is positive, being \(\mathrm{Tr}(B^{1/2}AB^{1/2})^{2m'}\). Now take \(A=e^{X/N}\), \(B=e^{Y/N}\), \(N=2^k\), and repeat the step \(k\) times:
\[
\mathrm{Tr}\big(e^{X/N}e^{Y/N}\big)^N\le\mathrm{Tr}\big(e^{2X/N}e^{2Y/N}\big)^{N/2}\le\dots\le\mathrm{Tr}\,e^Xe^Y .
\]
One factor \(e^{X/N}e^{Y/N}\) differs from \(e^{(X+Y)/N}\) by \(O(N^{-2})\). Replacing the \(N\) factors one after another therefore costs \(O(N^{-1})\) in total, and the left side tends to \(\mathrm{Tr}\,e^{X+Y}\). That proves the inequality for matrices.

**Q.** Your \(T\) is an unbounded operator, not a matrix. And a Gaussian \(V\) has no lower bound.

**A.** Its distribution has none, but each sample is continuous on a closed box and so has a finite maximum \(v\) of \(|V|\). Let \(T\varphi_k=\varepsilon_k\varphi_k\), and project \(T\) and \(V\) on the lowest \(M\) functions \(\varphi_k\). The projected matrices \(T_M,V_M\) obey
\[
\mathrm{Tr}\,e^{-\beta(T_M+V_M)}\le\sum_{k\le M}e^{-\beta\varepsilon_k}\langle\varphi_k|e^{-\beta V_M}|\varphi_k\rangle .
\]
On the left stand Ritz values. By the variational principle they lie above the true levels and fall to them as \(M\to\infty\), so the left side rises to \(\mathrm{Tr}\,e^{-\beta H}\).

On the right, \(V_M\) has norm at most \(v\), and \(V_M\psi\to V\psi\) for every \(\psi\). The same then holds for each power and, by the convergent exponential series, for \(e^{-\beta V_M}\). Each term of the sum is below \(e^{\beta v}e^{-\beta\varepsilon_k}\), which is summable, so the limit may be taken term by term:
\[
\mathrm{Tr}\,e^{-\beta H}\le\sum_k e^{-\beta\varepsilon_k}\int|\varphi_k(\mathbf x)|^2e^{-\beta V(\mathbf x)}\,d^dx . \tag{2}
\]
This holds sample by sample.

**Q.** Now average. Rare deep wells could make the right side infinite.

**A.** They are weighted by a Gaussian, which wins against an exponential. Completing the square,
\[
\mathbb E\,e^{-\beta V}=\int\frac{dV}{\sqrt{2\pi}\,\sigma}\,
e^{-(V+\beta\sigma^2)^2/2\sigma^2}\,e^{\beta^2\sigma^2/2}=e^{\beta^2\sigma^2/2}.
\]
The average comes from edges around \(-\beta\sigma^2\), not around zero. By stationarity the value is the same at every \(\mathbf x\). All integrands in (2) are positive, so average, sum and integral may be interchanged, and \(\int|\varphi_k|^2=1\) leaves
\[
\mathbb EZ\le Z_0\,e^{\beta^2\sigma^2/2},\qquad Z_0=\sum_k e^{-\beta\varepsilon_k}. \tag{3}
\]

**Q.** That contains \(Z_0\), not \(\Omega/\lambda^d\). You have not reached the semiclassical value.

**A.** Here the walls matter. In the cube \(Z_0\) is the \(d\)-th power of a sum over \(n\ge1\) of a decreasing function, which is below its integral from zero:
\[
\sum_{n\ge1}e^{-bn^2}\le\int_0^\infty e^{-bn^2}dn=\frac12\sqrt{\frac{\pi}{b}}=\frac L\lambda,\qquad b=\frac{\beta\hbar^2\pi^2}{2mL^2}.
\]
Hence
\[
\boxed{\;\mathbb E\,\mathrm{Tr}\,e^{-\beta H}\le\frac{\Omega}{\lambda^d}\,e^{\beta^2\sigma^2/2}=Z_{\rm sc}\;} \tag{4}
\]

**Q.** Would periodic boundaries do as well?

**A.** Not in a small box. Then each direction contributes, by Poisson summation,
\[
\sum_{n=-\infty}^{\infty}e^{-4bn^2}=\frac L\lambda\sum_{j=-\infty}^{\infty}e^{-\pi j^2L^2/\lambda^2}>\frac L\lambda .
\]
Inequality (3) survives, but (4) can fail. Take a periodic line of 6 nm with \(\lambda=7.27\) nm. The excess factor is \(1+2e^{-2.14}=1.24\). Diagonalizing 2000 random samples with \(\sigma=10\) meV gives \(\mathbb EZ/Z_{\rm sc}=1.24\pm0.01\), above one.

For the bulk, use hard walls and double the side of the cube repeatedly. Inserting extra walls raises every level, so \(Z\) of the large cube is at least the sum over its parts. With stationarity, \(\mathbb EZ/\Omega\) cannot fall at any doubling. It is bounded by (4), so it has a limit, which obeys the same bound.

**Q.** A bound may be true and useless. How far below it does the quantum value lie?

**A.** Write the trace as \(N\) alternating factors \(e^{-\beta T/N}e^{-\beta V/N}\). In free space
\[
\langle\mathbf x|e^{-\tau T}|\mathbf y\rangle=\Big(\frac{m}{2\pi\hbar^2\tau}\Big)^{d/2}e^{-m|\mathbf x-\mathbf y|^2/2\hbar^2\tau},
\]
a random step of variance \(\hbar^2\tau/m\) per component. The product of kernels around a loop is \(\lambda^{-d}\) times the probability density of a closed Brownian path \(\mathbf r_u\), \(0\le u\le1\). Walls remove the loops that touch them, a fraction that vanishes in the bulk.

On a given loop, \(\beta\int V(\mathbf r_u)\,du\) is Gaussian with variance \(\beta^2\iint C(\mathbf r_u-\mathbf r_w)\,du\,dw\). The Gaussian average used above, divided by \(e^{\beta^2\sigma^2/2}\), gives
\[
R=\frac{\mathbb EZ}{Z_{\rm sc}}=\Big\langle\exp\Big\{\frac{\beta^2}2\iint\big[C(\mathbf r_u-\mathbf r_w)-C(0)\big]du\,dw\Big\}\Big\rangle . \tag{5}
\]
Since \(C(\mathbf r)\le C(0)\) for any covariance, \(R\le1\) appears again. The electron samples the potential over its loop, and cannot gain the full depth of a well narrower than that loop.

**Q.** Give me something I can evaluate without simulating paths.

**A.** Choose \(C=\sigma^2e^{-r^2/2\ell^2}\), with correlation length \(\ell\). Two points of a loop separated by the fraction \(s\) are joined by two random walks, of variances \(Ds\) and \(D(1-s)\), with \(D=\hbar^2\beta/m\). Multiplying the two Gaussians adds inverse variances:
\[
\frac1{Ds}+\frac1{D(1-s)}=\frac1{Ds(1-s)} .
\]
Each component of the separation thus has variance \(Ds(1-s)\), and averaging \(e^{-r^2/2\ell^2}\) gives a factor \([1+as(1-s)]^{-1/2}\) per component, with \(a=D/\ell^2\). Jensen's inequality \(\langle e^x\rangle\ge e^{\langle x\rangle}\) in (5) then yields
\[
\ln R\ge-\frac{\beta^2\sigma^2}2\Big\{1-\int_0^1\big[1+as(1-s)\big]^{-d/2}ds\Big\}. \tag{6}
\]
For small \(a\) the bracket is \(\tfrac d2a\int_0^1s(1-s)\,ds=da/12\). The fluctuations that Jensen's inequality drops are of order \(a^2\), so to leading order (6) is an equality:
\[
\ln R\simeq-\frac{d\,\beta^2\sigma^2a}{24}=-\frac{d\,\beta^3\hbar^2\sigma^2}{24\,m\,\ell^2}. \tag{7}
\]
The semiclassical value is approached for smooth disorder, heavy carriers or high temperature.

**Q.** Put in numbers for a real film.

**A.** For amorphous In-Ga-Zn-O, rough typical values are \(m=0.35\,m_e\) and \(\sigma=40\) meV. I take \(\ell=2\) nm, which is much less certain. At 300 K, \(kT_{\rm abs}=25.85\) meV, so \(\beta\sigma=1.547\), and
\[
e^{\beta^2\sigma^2/2}=e^{1.197}=3.31,\qquad a=2.1 .
\]
Averaging (5) over 8000 random loops of 64 steps in three dimensions gives \(R=0.665\pm0.001\). The lower bound (6) is 0.662. A separate route, diagonalizing 300 random samples in a periodic cube of 12 nm and dividing the mean \(Z\) by the mean right side of (2), gives \(0.666\pm0.004\). In each of those samples \(Z\) lay below the right side of (2); the largest ratio was 0.80.

Disorder therefore raises the partition function by the factor \(0.665\times3.31=2.20\), not 3.31. As an effective lowering of the band edge,
\[
kT_{\rm abs}\ln2.20=20\ \text{meV},\qquad\text{against}\qquad \tfrac12\beta\sigma^2=31\ \text{meV}
\]
semiclassically. Formula (7) is out of its range here: it gives \(-\ln R=0.63\), while the loops give 0.41.

**Q.** And the carrier density?

**A.** With spin, the effective density of states without disorder is \(2/\lambda^3=2/(7.27\ \text{nm})^3=5.2\times10^{18}\) cm\(^{-3}\). Disorder makes it \(1.14\times10^{19}\) cm\(^{-3}\); the local recipe would say \(1.72\times10^{19}\). For a Fermi level 0.30 eV below the mean edge,
\[
n=1.14\times10^{19}\ \text{cm}^{-3}\times e^{-0.30/0.02585}=1.0\times10^{14}\ \text{cm}^{-3}.
\]
The local recipe overestimates \(n\) by the factor \(1/R=1.5\).

**Q.** You admitted that \(\ell\) is uncertain. Does the conclusion hang on it?

**A.** The inequality does not; the size of the gap does. With \(m\), \(\sigma\) and temperature held fixed, \(R\) is 0.45 for \(\ell=1\) nm and 0.87 for 4 nm. With \(m\), \(\sigma\) and \(\ell=2\) nm held fixed, cooling to 250 K gives \(R=0.52\) and warming to 350 K gives 0.76. The local recipe is thus poorest for short-range disorder and in the cold. White noise is the extreme case: \(\sigma^2\) is infinite, and (4) says nothing.

**Q.** What has this to do with Urbach edges? Those are exponential tails, and you have only a partition function.

**A.** The partition function limits the tail. Let \(\mathcal N(-\varepsilon)\) be the mean number of states per volume below \(-\varepsilon\). Each contributes at least \(e^{\beta\varepsilon}\) to \(Z\), so
\[
\mathcal N(-\varepsilon)\le\lambda^{-d}e^{\beta^2\sigma^2/2-\beta\varepsilon}
\]
for every \(\beta>0\). The spectrum does not depend on temperature, so \(\beta\) is a free parameter here. The exponent is least at \(\beta=\varepsilon/\sigma^2\). This choice ignores the \(\beta\) dependence of \(\lambda^{-d}\), so it is not the best one at shallow depth, but it gives the closed form
\[
\mathcal N(-\varepsilon)\le\Big(\frac{m\sigma^2}{2\pi\hbar^2\varepsilon}\Big)^{d/2}e^{-\varepsilon^2/2\sigma^2}. \tag{8}
\]
Now suppose the density of states fell as \(e^{-\varepsilon/W}\) to unlimited depth. Its contribution \(\int e^{\beta\varepsilon-\varepsilon/W}d\varepsilon\) would diverge for \(\beta\ge1/W\), against (4), which is finite for every \(\beta\). In this model an exponential tail can therefore extend over no more than a finite energy window.

**Q.** Is (8) anywhere near the actual tail?

**A.** No, and it does not improve deeper in the tail. In the 300 cubes, the states below \(-20\) meV number \(4.9\times10^{17}\) cm\(^{-3}\) without spin, against a bound of \(1.25\times10^{19}\). Below \(-40\) meV there are \(8.1\times10^{16}\), against \(3.0\times10^{18}\). The bound is too high by factors of roughly 25 and 40. The counts rest on about 255 and 42 states, so their statistical errors are near 6 % and 15 %; larger ensembles in cubes of 12 and 18 nm give about \(4.6\times10^{17}\) and \(7.8\times10^{16}\). Three things contribute. The first is the choice of \(\beta\): minimizing the whole bound, \(\lambda^{-3}\) included, gives \(\sigma^2\beta^2-\varepsilon\beta-\tfrac32=0\), that is \(\beta=37.5\) and \(45.6\) eV\(^{-1}\) instead of 12.5 and 25, and lowers the bounds to \(4.0\times10^{18}\) and \(1.7\times10^{18}\), still too high by factors of about 8 and 21. The second is the semiclassical value of \(Z\): at these better \(\beta\), (6) gives only \(R\ge0.68\) and \(R\ge0.53\). The remainder comes from the counting step, which sets the whole of \(Z\), including the contribution of all states above \(-\varepsilon\), against the few states below it. The worsening with depth is a quantum effect: counting the tail states by the local recipe gives \(7.3\times10^{17}\) and \(2.8\times10^{17}\), about 1.5 and 3.5 times the quantum counts.

Between the two depths the count falls by a factor of about 6, which would correspond to \(W=20/\ln6=11\) meV, uncertain by about 1 meV, if the tail were exponential there. Two points cannot show that it is.

**Q.** A real film is neither infinite, nor Gaussian, nor free of defects. Which of these spoils your number?

**A.** Defects, most likely. Suppose oxygen-related or other defects add a separate tail of \(N_t=10^{20}\) cm\(^{-3}\)eV\(^{-1}\) at the edge with width \(W=13\) meV, both rough values. In the Boltzmann regime it adds
\[
\frac{N_t}{1/W-\beta}=\frac{10^{20}}{76.9-38.7}\ \text{cm}^{-3}=2.6\times10^{18}\ \text{cm}^{-3}
\]
to the effective density of states, or 23 % of the quantum value. This share is very sensitive to \(W\): at the same \(N_t\) it is 14 % for 10 meV, 37 % for 16 meV and about 75 % for 20 meV. As \(W\) approaches \(kT_{\rm abs}\) the formula diverges, the Fermi function must be used, and the tail holds most of the electrons. If the Gaussian potential is already meant to describe those states, adding them counts them twice.

The other effects are smaller:

- **Thickness.** With hard walls the sum over \(n\) is close to \(L/\lambda-\tfrac12\). A 40 nm film then loses \(\lambda/2L=9\) % of \(Z_0\). This is the loss for free motion, not computed with disorder.
- **Gaussian law.** Edges below \(-3\sigma\) supply 7 % of the semiclassical average. If the real distribution is truncated there, the local recipe loses about that share; if the deeper edges are instead flattened to \(-3\sigma\), it loses about 3 %. The quantum value loses less, about 4 % and 1 %, because the electron averages the potential over its loop.
- **Nonparabolicity.** With \(E(1+E/E_g)=\hbar^2k^2/2m\), the density of states gains a factor \(1+5E/2E_g\) to first order. The thermal mean \(E=\tfrac32kT_{\rm abs}\) and a rough gap \(E_g=3.1\) eV give \(+3\) % in \(Z_0\). This too is the value for free motion; with disorder the gain is somewhat larger, near 5 % for these parameters, because confinement in wells adds kinetic energy. Inequality (3) keeps its form, because Golden-Thompson does not require a parabolic \(T\).
- **Screening.** At this carrier density and a relative permittivity of about 10, the Debye length is 370 nm. The carriers do not smooth a potential that varies over 2 nm.

**Q.** Finally, Boltzmann statistics. The deep wells fill first.

**A.** They do, and the error can be bounded. With \(x=\beta(E-\mu)\), the Fermi function lies between \(e^{-x}-e^{-2x}\) and \(e^{-x}\). The relative loss of carriers is therefore at most \(e^{\beta\mu}\,\mathbb EZ(2\beta)/\mathbb EZ(\beta)\). Bounding the numerator by (4) and writing the denominator as \(RZ_{\rm sc}\),
\[
\text{loss}\le e^{\beta\mu}\,\frac{2^{-3/2}e^{3\beta^2\sigma^2/2}}{R}=0.018\ \% .
\]
Summing over the levels of the 300 cubes gives 0.0017 %. The factor \(e^{\beta\mu}\) grows quickly as the Fermi level rises. In a transistor channel driven into accumulation this estimate has to be repeated, and the density may no longer be proportional to \(Z\). Even then \(2e^{\beta\mu}Z_{\rm sc}\) remains an upper limit on the mean carrier number of the model, because the Fermi function never exceeds the Boltzmann factor.
